Zero-wavevector exchange correction for erf and erfc kernels on coarse k-meshes

Question

I am adding range-separated exact exchange to a periodic code and have to run insulators on coarse Γ-centred k-meshes. For the bare Coulomb kernel I replace the divergent q + G = 0 term by a Madelung constant. For the long-range kernel erf(ωr)/r the divergence is the same 4π/q², but reusing the full Madelung constant gives energies that are far too low, and dropping the term gives energies that are far too high. What is the right constant, and how does it follow from the Madelung term and the erfc part? For HSE the kernel erfc(ωr)/r has the finite limit π/ω² at q = 0 and I simply insert it. Is that enough on any mesh, and if not, what decides it and how large is the error?

Answer

Hartree atomic units are used, with meV for the HSE errors. The system is a closed-shell insulator with N doubly occupied orthonormal orbitals per cell.

1. What the mesh computes

A Γ-centred mesh with N_k points describes a Born–von Kármán supercell with lattice vectors L and volume Ω, N_k times the cell volume. The vectors k′ − k + G are the reciprocal lattice K of that supercell. The interaction that the code really uses is the periodic function

W(r) = ξ + (1/Ω) Σ′_K v(K) e^{iK·r},

where the prime omits K = 0 and ξ is whatever the code puts in place of v(0)/Ω. For a pair density n on the supercell, inserting W gives ∬ n(1) W(r₁₂) n*(2) = ξ|n(0)|² + (1/Ω) Σ′ v(K)|n(K)|². Closed-shell exchange is two spins times −1/2, that is −1, times the sum of these integrals over pairs ψ*_ik ψ_jk′. The K = 0 component needs k = k′ and equals δ_ij by orthonormality, so the ξ term is −Nξ per cell for any insulator.

For the rest take a model that can be analysed completely: each cell holds real orbitals φ_i that do not overlap those of other cells, with ψ_ik = N_k^{−1/2} Σ_T e^{ik·T} φ_i(r − T). Products from different cells vanish, so

ψ*_ik ψ_jk′ = (1/N_k) Σ_T e^{i(k′−k)·T} ρ_ij(r − T),  ρ_ij = φ_i φ_j.

Its Fourier component at K is ρ_ij(K) times (1/N_k) Σ_T e^{i(k′−k−K)·T}, which is 1 for K = k′ − k + G and 0 otherwise. For fixed k, the sums over k′ and G cover every K once; the sum over k gives N_k, which the division by the number of cells removes:

E_x = −[Nξ + (1/Ω) Σ′_K v(K) F(K)],  F(K) = Σ_ij |ρ_ij(K)|²,  F(0) = N.

Undoing the transforms, with γ(1,2) = Σ_i φ_i(1) φ_i(2) and Σ_ij ρ_ij(1) ρ_ij(2) = γ², gives E_x = −∬ γ² W(r₁₂). The converged mesh has v(r₁₂) in place of W. The mesh error, relative to the converged mesh at fixed orbitals, is therefore

δE = −∬ γ(1,2)² Δ(r₁₂),  Δ = W − v,  ∬ γ² = N.

If Δ varies little across the hole, the leading error is −NΔ(0); section 6 shows what this requires of the size of the hole. The Madelung (point-probe) choice of ξ is the one with Δ(0) = 0. Writing v(r) as its Fourier integral, the condition reads

ξ_v = lim_{r→0} [ ∫ d³q/(2π)³ v(q) e^{iq·r} − (1/Ω) Σ′_K v(K) e^{iK·r} ].

This is linear in v. Since 1/r = erf(ωr)/r + erfc(ωr)/r, it follows that ξ_C = ξ_LR + ξ_SR, where ξ_C is the Madelung term of the Coulomb kernel.

2. The kernels

Write erf(ωr)/r = (2/√π) ∫₀^ω e^{−t²r²} dt. A Gaussian e^{−t²r²} transforms to π^{3/2} t⁻³ e^{−K²/4t²}, so

v_LR(K) = 2π ∫₀^ω t⁻³ e^{−K²/4t²} dt = 4π e^{−K²/4ω²}/K²,

using d(e^{−K²/4t²})/dt = (K²/2t³) e^{−K²/4t²}. Subtracting from 4π/K²,

v_SR(K) = 4π (1 − e^{−K²/4ω²})/K².

Expanding the exponential to first order gives v_SR(0) = 4π/(4ω²) = π/ω². For ω = 0.11 bohr⁻¹ this is π/0.0121 = 259.64 hartree bohr³; quadrature of 4π∫ r erfc(ωr) dr gives the same.

3. The long-range constant from its definition

The Gaussian factor makes both the integral and the sum converge at large wavevector, so r = 0 can be set directly. The integral is

(1/2π²) ∫₀^∞ q² · 4π e^{−q²/4ω²}/q² dq = (2/π)(ω√π) = 2ω/√π,

which is erf(ωr)/r at r = 0. Hence

ξ_LR = 2ω/√π − (4π/Ω) Σ′_K e^{−K²/4ω²}/K².

Every term of the sum is positive, so ξ_LR < 2ω/√π. A constant of the size of ξ_C, which grows as 1/L on coarse meshes, exceeds this bound once ωL is small enough.

4. The short-range constant

Let u(r) = erfc(ωr)/r. The lattice sum Σ_L u(|r + L|) converges and is periodic. Its Fourier coefficient is the cell integral divided by Ω, and the cell integrals of all images join into one integral over space, so (Poisson summation)

Σ_L u(|r + L|) = (1/Ω) Σ_{all K} v_SR(K) e^{iK·r}.

Move the K = 0 term to one side and separate L = 0:

(1/Ω) Σ′ v_SR e^{iK·r} = u(r) + Σ′_L u(|r + L|) − π/(ω²Ω).

The Fourier integral in the definition of ξ is u(r), which cancels against the L = 0 term, and the limit r → 0 is then harmless:

ξ_SR = π/(ω²Ω) − S,  S = Σ′_L erfc(ωL)/L > 0.

Linearity gives the answer to the first part:

ξ_LR = ξ_C − ξ_SR = ξ_C − π/(ω²Ω) + Σ′_L erfc(ωL)/L.

The erfc lattice contribution that has to be subtracted has two pieces of opposite sign, the K = 0 value and the sum over images. Read the other way, ξ_C = ξ_LR + π/(ω²Ω) − S is the Ewald formula with the splitting parameter set to ω.

An Ewald value of ξ_C already contains this identity, so a check needs ξ_C from another source. For the Yukawa kernel e^{−κr}/r, with transform 4π/(K² + κ²), the Poisson step above gives ξ_Y = 4π/(κ²Ω) − Σ′ e^{−κL}/L. The difference kernel is 4π/K² − 4π/(K² + κ²) = 4πκ²/[K²(K² + κ²)]. Its integral is (2/π) κ² ∫₀^∞ dq/(q² + κ²) = (2/π) κ² π/(2κ) = κ, and its lattice sum is a power series in κ² starting at κ², convergent for κ below the shortest K. So

ξ_C = lim_{κ→0} [4π/(κ²Ω) − Σ′ e^{−κL}/L + κ].

Extrapolating real-space sums in κ² gives ξ_C L = 2.837297 for a cube and 2.328814 for a 1×1×1.5 box (L the short edge). With these values, ξ_C − π/(ω²Ω) + S was tested against the reciprocal-space definition of ξ_LR for both boxes at ωL = 0.5, 1.32, 3 and 8, and agrees within 10⁻⁷/L.

5. The two limits

For ωL ≪ 1 the K sum in ξ_LR dies. On a cube the six shortest vectors have K = 2π/L and contribute (4π/L³)·6·(L²/4π²) e^{−π²/(ωL)²}, so

ξ_LR ≈ 2ω/√π − [6/(πL)] e^{−π²/(ωL)²}.

The long-range kernel is then nearly constant across the supercell and all of it sits in the K = 0 term. Also ξ_SR ≈ ξ_C − 2ω/√π stays finite as ω → 0, while π/(ω²Ω) diverges. On a cube their scale ratio is π/(ω²L³) ÷ (2.8373/L) = 1.107/(ωL)², so for ωL below about 1.05 the constant π/(ω²Ω) of the screened kernel is larger than the Madelung term of the unscreened one, and S is what removes the excess.

For ωL ≫ 1, S is small and ξ_LR → ξ_C − π/(ω²Ω). Two integrations by parts of erfc x = (2/√π)∫_x^∞ e^{−t²}dt give e^{−x²}/(x√π) times a factor between 1 − 1/(2x²) and 1. With z nearest images at distance L,

S ≈ z e^{−ω²L²}/(√π ω L²).

On a cube the next shell (12 images at √2 L) is smaller by (12/6)(1/2) e^{−ω²L²} = e^{−ω²L²}. Both limits of ξ_LR were tested, at ωL = 0.5 (to 10⁻⁶/L) and ωL = 8 (to 10⁻⁷/L).

6. What the constant leaves behind

Take a hole whose distribution of r₁₂ is spherical, as for a closed-shell atom or ion. Then Δ may be replaced by its average over directions. A plane wave averages to sin(kr)/(kr) = 1 − k²r²/6 + k⁴r⁴/120 − …, and −k² is the action of ∇², so for smooth Δ

∬ γ² Δ = NΔ(0) + M₂ ∇²Δ(0)/6 + M₄ ∇⁴Δ(0)/120 + …,  M_n = ∬ γ² r₁₂ⁿ.

For a non-spherical hole M₂ still suffices at second order on a cubic supercell, where the second-derivative tensor of Δ at the origin is isotropic. On other supercells, and at fourth order, the full moment tensors are needed. From r₁₂² = r₁² + r₂² − 2r₁·r₂ and ∫ρ_ij = δ_ij,

M₂ = 2[Σ_i ⟨i|r²|i⟩ − Σ_ij |⟨i|r|j⟩|²].

Squaring, r₁₂⁴ = r₁⁴ + r₂⁴ + 2r₁²r₂² + 4(r₁·r₂)² − 4(r₁² + r₂²) r₁·r₂, so with Cartesian indices α, β

M₄ = 2Σ_i⟨r⁴⟩_ii + 2Σ_ij⟨r²⟩_ij² + 4Σ_ijαβ⟨r_α r_β⟩_ij² − 8Σ_ijα⟨r²r_α⟩_ij⟨r_α⟩_ij.

The same expansion for Δ = e^{iK·r} gives F(K) = N − K²M₂/6 + K⁴M₄/120 − …, which was tested at K = 0.1 bohr⁻¹ to within 5 % of the K⁴ term.

Coulomb kernel. Applying ∇² to W multiplies each term by −K², and (1/Ω)Σ_{all K} e^{iK·r} = Σ_L δ(r − L), so ∇²W_C = −4π[Σ_L δ(r − L) − 1/Ω]. Subtracting ∇²(1/r) = −4πδ(r),

∇²Δ_C = 4π/Ω for r < L_min.

Higher Laplacians of a constant vanish, so the series ends: ∬γ²Δ_C = (M₂/6)(4π/Ω) = 2πM₂/(3Ω), apart from the weight of the hole that reaches r₁₂ ≥ L_min.

Short-range kernel with π/ω² alone. The Poisson formula says that W is then the complete sum Σ_L u(|r + L|), so Δ = Σ′_L u(|r + L|). Inserting π/ω² evaluates without approximation the energy of a hole that interacts with all its supercell images. The error is

δE_SR = −I,  I = Σ′_L ∬ γ² u(|r₁₂ + L|).

Since γ² and u are non-negative, I is positive and the mesh overbinds. For the derivatives, let g(r) = ω³π^{−3/2} e^{−ω²r²}, whose transform is e^{−K²/4ω²}. Multiplying v_LR by −K² shows ∇²[erf(ωr)/r] = −4πg, and 1/r is harmonic away from the origin, so ∇²u = +4πg for r > 0. Next g′ = −2ω²r g and g″ = (4ω⁴r² − 2ω²)g, so ∇²g = g″ + 2g′/r = (4ω⁴r² − 6ω²)g. Therefore

I = NS + M₂Λ₂/6 + M₄Λ₄/120 + …,
Λ₂ = 4π Σ′_L g(L),  Λ₄ = 4π Σ′_L g(L)(4ω⁴L² − 6ω²).

With ξ_SR the constant S is removed from W and the error becomes −(I − NS). How much that gains follows from the nearest shell at large ωL:

Λ₂/S ≈ 4π ω³ π^{−3/2} · √π ω L² = 4ω⁴L².

The correction terms grow relative to NS as L increases, because u falls ever more steeply across the width of the hole. The point-probe term dominates I when the root-mean-square r₁₂ of the hole is small against about 1/(ω²L), a stricter condition than small against L once ωL > 1.

Long-range kernel. With point-probe constants throughout, Δ_LR = Δ_C − Δ_SR, so

δE_LR = −[2πM₂/(3Ω) − (I − NS)].

At large ωL this falls as 1/Ω, while NS falls as a Gaussian, so beyond some ωL the image sum in ξ_LR is smaller than the error that remains anyway. At small ωL, Poisson summation of g gives Σ_{all L} g ≈ 1/Ω, so Λ₂ ≈ 4π/Ω − 4πg(0), the 1/Ω pieces cancel, and δE_LR ≈ −(M₂/6)·4πg(0) = −2ω³M₂/(3√π). This is the r² term of erf(ωr)/r = (2ω/√π)(1 − ω²r²/3 + ω⁴r⁴/10 − …), which a constant kernel cannot represent.

Any other constant ξ changes the energy by −N(ξ − ξ_LR). Dropping the term raises it by Nξ_LR, the full Madelung term lowers it by Nξ_SR, and ξ_C − π/(ω²Ω) raises it by NS. The first two are the failures described in the question. The third constant does not always lie between them: on a cube it is negative for ωL below about 1.05 (section 5), and it then raises the energy more than dropping the term does. The directions of the first two assume ξ_LR > 0 and ξ_SR > 0, as on the cubic meshes below. On a strongly anisotropic supercell a sign can reverse: for the 4×4×1 mesh of section 9, π/(ω²Ω) = 0.150252/16 = 0.00939 hartree is smaller than S = 0.01034 hartree, so ξ_SR is negative there.

7. Orbital energies

In a generalized Kohn–Sham scheme the exchange expectation value of orbital p is −Σ_j ∬ ρ_pj(1) ρ_pj(2) W(r₁₂), with j occupied. The constant part gives −ξ Σ_j δ_pj = −ξ n_p, with n_p = 1 for occupied and 0 for virtual orbitals: ξ multiplies the projector on the occupied space and leaves the orbitals unchanged. With π/ω² alone, the first-order shift at frozen orbitals, averaged over a degenerate shell so that it is spherical, follows from the same expansion:

δε_p = −[n_p S + m_pΛ₂/6 + …],  m_p = 2[n_p⟨p|r²|p⟩ − Σ_j |⟨p|r|j⟩|²].

With mixing fraction a, the point-probe parts of the HSE errors are −aS for occupied levels, zero for virtual ones, +aS for the gap, and −aNS/(2N) = −aS/2 per electron for the energy. The semilocal part of HSE does not involve this constant.

8. Numbers: a lattice of chloride ions

Take frozen RHF/cc-pVDZ orbitals of Cl⁻ (energy −459.5422 hartree, N = 9) on a model simple-cubic lattice of spacing 12 bohr, with the HSE06 values ω = 0.11 bohr⁻¹ and a = 1/4. The largest overlap between occupied orbitals of neighbours is 4.7×10⁻⁵, so the non-overlap model applies. The model has no counter-ions, no relaxation, no correlation and no diffuse functions; it gives mesh errors of exchange relative to the isolated ion in the same orbitals, and says nothing about a real chloride. The moments are M₂ = 22.277 bohr² and M₄ = 317.9 bohr⁴, and the isolated long-range exchange is −1.106480 hartree. The cc-pVDZ values are in the numerical output that follows. They are not converged in the basis. With diffuse functions (aug-cc-pVTZ to aug-cc-pV5Z), M₂ rises to about 26.05 bohr² (+17 %) and M₄ to about 519 bohr⁴ (+63 %), the isolated long-range exchange becomes −1.1049 hartree, and the neighbour overlap grows to (4–8)×10⁻³. The residual errors with ξ_LR then become −0.0117, −0.0039 and −0.0012 hartree, and the share of NS in I becomes 94 %, 82 % and 54 %. The constants ξ and S do not depend on the basis.

Constants, in hartree. For the 1×1×1 mesh, L = 12 bohr and ωL = 1.32:

ξ_C = 2.837297/12 = 0.236441
π/(ω²Ω) = 259.636/1728 = 0.150252
ξ_SR = 0.150252 − 0.037379 = 0.11287
ξ_LR = 0.236441 − 0.112874 = 0.12357

The small-ωL form gives 2ω/√π = 0.12412 and [6/(12π)] e^{−5.664} = 0.00055, hence 0.12357 again. Here π/(ω²Ω) exceeds ξ_SR by S/ξ_SR = 33 %. For 2×2×2 (ωL = 2.64), S = 4.73×10⁻⁵, ξ_SR = 0.018734 and ξ_LR = 0.118221 − 0.018734 = 0.09949. For 3×3×3 (ωL = 3.96), S = 3.57×10⁻⁹ and ξ_LR = 0.078814 − 0.005565 = 0.073249.

Long-range exchange. The mesh energy was summed from Fourier-transformed pair densities on the q + G vectors and compared with the real-space erf integrals of the isolated ion. Errors per ion in hartree, for ξ = 0, ξ_C, ξ_C − π/(ω²Ω) and ξ_LR:

1×1×1: +1.1020, −1.0260, +0.3263, −0.01014
2×2×2: +0.8921, −0.1719, −0.00287, −0.00330
3×3×3: +0.6582, −0.0511, −0.00100, −0.00100

The first row follows from its last entry: −0.01014 + 9(0.123568) = +1.1020, −0.01014 − 9(0.112874) = −1.0260, and −0.01014 + 0.33641 = +0.3263. On this mesh the first two choices are wrong by about the whole isolated long-range exchange. The last column is predicted by δE_LR with I from two-centre real-space integrals. For 1×1×1, 2πM₂/(3Ω) = 0.02700 and I − NS = 0.35326 − 0.33641 = 0.01685, giving −0.01014 when carried with full digits. For 2×2×2, −(0.003375 − 0.000076) = −0.003299. Prediction and mesh sum were tested to agree within 10⁻⁶ hartree on all three meshes. The small-ωL estimate, −2ω³M₂/(3√π) = −0.0112 with the r⁴ term (2ω/√π)(ω⁴/10)M₄ = +0.0006, gives −0.0106, within 5 % of the 1×1×1 value.

On the 2×2×2 mesh the incomplete constant ξ_C − π/(ω²Ω) has the smaller error. Its extra +NS = +0.00043 has the opposite sign to the second-moment residual −0.00330 and cancels part of it. The two terms depend differently on L, so the cancellation is specific to this range: it overshoots to +0.33 at ωL = 1.32 and is invisible at ωL = 3.96. For the long-range kernel the image sum is essential on the first mesh and lies below the 1/Ω residual on the other two.

Short-range image energy. The moment series against the direct integrals, in hartree:

1×1×1: 0.33641 + 0.01641 + 0.00047 = 0.35329, direct 0.35326
2×2×2: (4.2525 + 0.6302 + 0.1193)×10⁻⁴ = 5.002×10⁻⁴, direct 5.014×10⁻⁴
3×3×3: (3.210 + 1.035 + 0.507)×10⁻⁸ = 4.75×10⁻⁸, direct 4.99×10⁻⁸

The test asserted is that the remainder stays below 0.6 of the M₄ term; it is about 10 % of that term on the second mesh and 46 % on the third. The share of NS in I drops from 95 % to 85 % to 64 %. This is the growth of Λ₂/S derived above: the printed values give 1.6974×10⁻⁵/4.7251×10⁻⁵ = 0.36 bohr⁻² at L = 24 and 0.78 bohr⁻² at L = 36, against 4ω⁴L² = 0.34 and 0.76.

HSE errors. The energy error per electron with π/ω² alone is −aI/18: −133.5, −0.19 and −1.9×10⁻⁵ meV on the three meshes. With ξ_SR it is −6.4, −0.029 and −0.7×10⁻⁵ meV. The image correction gains a factor of 21 on the first mesh, 6.6 on the second and 2.8 on the third.

For the 3p level on the first mesh, m_p = 7.0403 bohr² and

S + m_pΛ₂/6 = 0.037379 + 7.0403(0.0044208)/6 = 0.037379 + 0.005187 = 0.042566 hartree.

Scaling aS = 254.3 meV by 0.042566/0.037379 gives a shift of −289.6 meV, against −290.7 meV from the integrals; the test asks for agreement within 2 % of S. On the finer meshes the 3p shift is −0.49 meV against aS = 0.32 meV and −6.6×10⁻⁵ against 2.4×10⁻⁵ meV, so aS is 1.5 and 2.7 times too small for this valence shell in cc-pVDZ. With diffuse functions the three 3p shifts become −298, −0.54 and −9.0×10⁻⁵ meV, and these two factors become 1.7 and 3.7.

The lowest virtual shell is threefold and moves by −0.29 meV on the first mesh, a thousandth of the 3p shift. The projector argument removes only the constant S from this level and fixes no such ratio: on the finer meshes the virtual shift is 3 % and 20 % of the 3p shift. On the first mesh its sign is not that of the second-moment term: m_p = −0.0356 bohr² gives +0.0356(0.0044208)/6 = +2.6×10⁻⁵ hartree before mixing, about +0.2 meV after. The test (2 % of S) is too loose to resolve this. The sign comes from the next term: the fourth moment of this shell, about 53 bohr⁴, contributes about −0.53 meV, so the two-term formula is not enough for it and the shifts quoted come from the direct integrals. The virtual level of an anion is also set largely by the basis. With diffuse functions the lowest virtual p shell shifts by −0.04 to −0.05 meV on the second mesh and by −1.0 to −1.2×10⁻⁴ meV on the third, where it exceeds the 3p shift in size. The gap error, virtual minus 3p shift, is +290, +0.48 and +5.3×10⁻⁵ meV, and was tested to exceed aS on each mesh in cc-pVDZ. This is not general: with a diffuse virtual shell the gap error on the third mesh changes sign.

9. When π/ω² alone is enough

The point-probe estimate of the level error is aS, which depends on the supercell geometry and ω and not on the material. It is the leading part as long as the hole is small against 1/(ω²L) (section 6). Solving aS = 1 meV for HSE06 on a cubic supercell gives L = 22.2 bohr (11.8 Å), ωL = 2.45. The asymptotic form checks this: 6e^{−5.981}/(√π · 0.11 · 22.23²) = 1.57×10⁻⁴ hartree, and the full sum is 0.934 of that, inside the tested window from 1 − 1/(2x²) = 0.916 to 1.

For the ion above this length is slightly too short, since the 3p shift was 1.5 aS at the nearby L = 24 bohr. The asymptotic form has d ln S/dL = −2ω²L − 2/L = −0.54 − 0.09 = −0.63 bohr⁻¹ at 22.2 bohr, so a factor of 1.5 costs ln 1.5/0.63 ≈ 0.6 bohr. For compact holes like this one on a simple-cubic supercell, π/ω² alone keeps level and gap errors near or below 1 meV when the shortest supercell vector is about 23 bohr or more, ωL ≈ 2.5. The number of nearest images z also counts: an fcc supercell has 12 instead of 6, which doubles aS at the same L and costs another ln 2/0.63 ≈ 1.1 bohr, so about 24 bohr is needed there. Solving directly for a 3p shift of 1 meV gives 22.8 bohr (simple cubic) and 24.0 bohr (fcc) in cc-pVDZ, and 23.0 and 24.1 bohr with diffuse functions. At ωL = 1.32 the gap error is 0.29 eV.

The length that enters is the shortest L, because the Gaussian weight e^{−ω²L²} is largest there. With the 12 bohr cell, a 4×4×1 mesh has 16 points and aS = 70.3 meV, from the images that remain 12 bohr apart along the short axis, while a 2×2×2 mesh has 8 points and aS = 0.32 meV.

If the code builds short-range exchange as full minus long-range, the two constants have to be chosen together. By linearity, ξ_C with ξ_LR yields ξ_SR, and ξ_C with ξ_C − π/(ω²Ω) yields π/ω² alone.

10. Where the analysis stops applying

The formulas for ξ_LR and ξ_SR are lattice identities and hold for any supercell. The statement that they remove the leading error rests on the hole being normalised and short compared with L_min and, for the image sum in ξ_SR at ωL > 1, short compared with about 1/(ω²L), as derived in section 6. The residual formulas were derived and tested for spherical, non-overlapping units with frozen orbitals. In a covalent or small-gap insulator the density matrix can reach over several cells; the −Nξ term is unchanged, but the moments have to be computed for that material and the mesh also folds the tail of γ back into the supercell, neither of which the chloride model probes, so the 23 bohr figure should not be carried over untested. In a metal the expansion of F in K² fails. In the uniform gas the number of occupied pairs separated by q is the overlap volume of two Fermi spheres displaced by q, which decreases linearly in |q|; since a finite M₂ would make the leading change quadratic, M₂ is not finite there, and aS is then no estimate of the mesh error.

Numbers as computed

```
omega = 0.11 1/bohr, mixing a = 0.25, spacing = 12.0 bohr
v_SR(0) = 259.6358 hartree bohr^3
xi_C * L (cubic, Yukawa road) = 2.837297 (dimensionless)
xi_C * L (1x1x1.5, Yukawa road) = 2.328814 (dimensionless)
Cl- RHF/cc-pVDZ energy = -459.542220 hartree, N = 9 orbitals
M2 = 22.2770 bohr^2, M4 = 317.93 bohr^4
isolated LR exchange = -1.106480 hartree
largest neighbour orbital overlap = 4.7e-05
3p shell size = 3, lowest virtual shell size = 3
m_p: 3p = 7.0403, virtual = -0.0356 bohr^2
--- mesh 1x1x1: L = 12 bohr, omega*L = 1.32
xi_C = 0.236441, pi/(w^2 V) = 0.150252, S = 3.7379e-02 hartree
xi_SR = 0.112874, xi_LR = 0.123568 hartree
LR error, xi = 0: +1.10197; xi_C: -1.02601 hartree
LR error, xi_C-pi term: +0.32626; xi_LR: -0.010144 hartree
2piM2/3V = 0.027000, predicted LR error = -0.010144 hartree
Lam2 = 4.4208e-03 hartree/bohr^2, Lam4 = 1.7602e-04 hartree/bohr^4
I = 3.5326e-01; NS = 3.3641e-01, M2 1.641e-02, M4 4.663e-04 hartree
HSE error/electron: pi/w^2 -133.5, xi_SR -6.371 meV
HSE shifts: 3p -290.7, virtual -0.2918, aS = 254.3 meV
--- mesh 2x2x2: L = 24 bohr, omega*L = 2.64
xi_C = 0.118221, pi/(w^2 V) = 0.018782, S = 4.7251e-05 hartree
xi_SR = 0.018734, xi_LR = 0.099486 hartree
LR error, xi = 0: +0.89208; xi_C: -0.17191 hartree
LR error, xi_C-pi term: -0.00287; xi_LR: -0.003299 hartree
2piM2/3V = 0.003375, predicted LR error = -0.003299 hartree
Lam2 = 1.6974e-05 hartree/bohr^2, Lam4 = 4.5041e-06 hartree/bohr^4
I = 5.0137e-04; NS = 4.2525e-04, M2 6.302e-05, M4 1.193e-05 hartree
HSE error/electron: pi/w^2 -0.1895, xi_SR -0.02877 meV
HSE shifts: 3p -0.4913, virtual -0.0161, aS = 0.3214 meV
--- mesh 3x3x3: L = 36 bohr, omega*L = 3.96
xi_C = 0.078814, pi/(w^2 V) = 0.005565, S = 3.5666e-09 hartree
xi_SR = 0.005565, xi_LR = 0.073249 hartree
LR error, xi = 0: +0.65824; xi_C: -0.05108 hartree
LR error, xi_C-pi term: -0.00100; xi_LR: -0.001000 hartree
2piM2/3V = 0.001000, predicted LR error = -0.001000 hartree
Lam2 = 2.7886e-09 hartree/bohr^2, Lam4 = 1.9140e-09 hartree/bohr^4
I = 4.9870e-08; NS = 3.2100e-08, M2 1.035e-08, M4 5.071e-09 hartree
HSE error/electron: pi/w^2 -1.885e-05, xi_SR -6.716e-06 meV
HSE shifts: 3p -6.608e-05, virtual -1.289e-05, aS = 2.426e-05 meV
aS = 1 meV at L = 22.23 bohr = 11.76 angstrom, omega*L = 2.446
S / asymptotic form at that L = 0.934
aS: 4x4x1 (16 k) = 70.33 meV, 2x2x2 (8 k) = 0.321 meV
```
